\section*{Extinction of L2 resonant magnetic scattering for a t2g hole}

\section{What symmetry fixes}

At an L edge the electric dipole lifts a $2p$ electron into an empty $d$ orbital $\psi$, and the same electron falls back. The dipole operator is a vector, so it changes the total angular momentum $j$ by at most one. The L2 core level has $j=1/2$. A hole orbital made purely of $j=5/2$ therefore cannot be reached from it. The $j_{\rm eff}=1/2$ hole of a cubic $t_{2g}$ shell is of this kind, as its spin-orbit energy will show below, and its L2 resonance vanishes for every moment direction.

Now let only a fourfold axis $z$ survive. A rotation by $\pi/2$ multiplies a state by $e^{-ij_z\pi/2}$, so $j_z$ is conserved modulo 4. One member of the hole doublet has $j_z\in\{5/2,-3/2\}$, its Kramers partner has $\{-5/2,3/2\}$, and the L2 core states have $\pm1/2$. The operator $z$ is unchanged by the rotation and cannot connect these classes. With $t_\alpha$ the dipole amplitude from core to hole,
\begin{equation}
t_z=0 .
\end{equation}

The part of the dipole scattering that is odd in the moment, called magnetic here, is the antisymmetric part of a tensor built from products $t_\alpha t_\beta^*$. With $t_z=0$ only its $xy$ component can remain. Within the doublet that component is invariant under the fourfold rotation and odd under time reversal, so it is proportional to the pseudospin component $s_z$, as is the moment $M_z$. If $M_z=0$, and $M_z$ is not suppressed for all states of the doublet, then $s_z=0$ and the L2 magnetic scattering vanishes.

This needs no particular tetragonal splitting. It also survives $e_g$ admixture and a rotation of the ligand octahedron about $z$, because both respect the fourfold axis. The explicit calculation gives the strength of what remains and shows how the extinction fails.

\section{Amplitude and assumptions}

The ion has five $t_{2g}$ electrons in a single determinant, that is, one hole $\psi$. Filling it gives a closed $t_{2g}^6$ shell plus a core hole. The $2p_{1/2}$ and $2p_{3/2}$ levels are each taken as unsplit, so each edge has one resonance denominator. Covalency with neighbours and quadrupole transitions are left out. With $\alpha$ the outgoing and $\beta$ the incoming polarization index,
\begin{equation}
F_{\alpha\beta}=\sum_c\langle c|r_\alpha|\psi\rangle\langle\psi|r_\beta|c\rangle ,\qquad
f\propto\sum_{\alpha\beta}\epsilon'^*_\alpha\epsilon_\beta F_{\alpha\beta}.
\end{equation}
Write the antisymmetric part as $iR^2\sum_\gamma\varepsilon_{\alpha\beta\gamma}a_\gamma$, where $R$ is the radial dipole integral. It contributes $iR^2(\boldsymbol\epsilon'^*\times\boldsymbol\epsilon)\cdot\mathbf a$, and $\mathbf a$ is dimensionless.

The empty $e_g$ shell also contributes near the edge. Without exchange splitting it is a Kramers-complete set with projector $Q$, and its tensor is ${\rm Tr}(P r_\alpha Q r_\beta)$, with $P$ the core projector. All four factors are invariant under time reversal, so the trace is real. The tensor is also Hermitian in $\alpha\beta$, hence symmetric: the $e_g$ shell adds no magnetic term.

\section{Core states}

On $p$ orbitals $\mathbf l\cdot\boldsymbol\sigma$ equals $1$ for $j=3/2$ and $-2$ for $j=1/2$, so $P_{1/2}=(1-\mathbf l\cdot\boldsymbol\sigma)/3$. In the real basis $p_x,p_y,p_z$ one has $(l_c)_{ab}=-i\varepsilon_{cab}$; for example $l_z x=iy$. Hence
\begin{equation}
(P_{1/2})_{ab}=\tfrac13\Big(\delta_{ab}+i\sum_c\varepsilon_{abc}\sigma_c\Big)=\tfrac13\sigma_a\sigma_b .
\end{equation}
The core states are therefore $|\chi'\rangle_c=3^{-1/2}\sum_a|p_a\rangle\sigma_a\chi'$, with $\chi'$ any spinor.

\section{Hole states}

Let $d_x=yz$, $d_y=zx$, $d_z=xy$. For each spinor $\chi$ try
\begin{equation}
\psi=\sum_k w_k|d_k\rangle\sigma_k\chi,\qquad \sum_k w_k^2=1 .
\end{equation}
The six vectors $|d_k\rangle\sigma_k\chi$, with two independent $\chi$, span the whole $t_{2g}$ space, so nothing is lost. Within $t_{2g}$ the angular momentum has the opposite sign to the $p$ case, $(L_c)_{ab}=+i\varepsilon_{cab}$. The $yz$ row of $\mathbf L\cdot\mathbf S\,\psi$ is
\begin{equation}
\tfrac i2\left(\sigma_z\sigma_y w_y-\sigma_y\sigma_z w_z\right)\chi=\tfrac12(w_y+w_z)\,\sigma_x\chi ,
\end{equation}
because $\sigma_z\sigma_y=-i\sigma_x$ and $\sigma_y\sigma_z=i\sigma_x$. The other rows follow cyclically. The factor $\sigma_k\chi$ is reproduced in each row, and the Hamiltonian $\zeta\,\mathbf L\cdot\mathbf S$ plus orbital energies $\Delta_k$ reduces to
\begin{equation}
\Delta_k w_k+\frac\zeta2\sum_{l\ne k}w_l=\lambda w_k .
\label{eq:w}
\end{equation}
These are electron energies, so the hole sits in the highest level. For $\zeta>0$, replacing each $w_k$ by $|w_k|$ cannot lower the energy, so the top eigenvector can be chosen non-negative. No component can be zero, since its row would then force the other two to vanish. The hole has all $w_k>0$.

In the cubic case $w_k=1/\sqrt3$ and $\lambda=\zeta$, so $\langle\mathbf L\cdot\mathbf S\rangle=1$. This is the largest eigenvalue of $\mathbf L\cdot\mathbf S$ in the full $d$ shell and belongs to $j=5/2$ alone. A state whose mean value reaches the largest eigenvalue lies wholly in that eigenspace, which proves the claim made at the start. Being an eigenstate in the full shell, it also has no spin-orbit coupling to $e_g$.

\section{The L2 tensor}

With $p_b=\sqrt3\,n_b$, $d_{xy}=\sqrt{15}\,n_xn_y$ and the angular average $\langle n_x^2n_y^2\rangle=1/15$, the element $\langle p_b|r_\alpha|d_k\rangle$ equals $R\sqrt{45}/15=R/\sqrt5$ when $\alpha,b,k$ are all different. Otherwise it is zero. The amplitude to the core state $\chi'$ is $\chi'^\dagger t_\alpha$, where for $\alpha=x$
\begin{equation}
t_x=\frac{R}{\sqrt{15}}\left(w_z\sigma_y\sigma_z+w_y\sigma_z\sigma_y\right)\chi
=\frac{iR}{\sqrt{15}}(w_z-w_y)\,\sigma_x\chi .
\end{equation}
If $w_y=w_z$ this is the anticommutator of two different Pauli matrices, which is zero. Cyclic permutation gives
\begin{equation}
t_\alpha=\frac{iR}{\sqrt{15}}u_\alpha\sigma_\alpha\chi,\qquad
\mathbf u=(w_z-w_y,\;w_x-w_z,\;w_y-w_x).
\end{equation}
Let $\mathbf s=\chi^\dagger\boldsymbol\sigma\chi$. Since $F_{\alpha\beta}=t_\beta^\dagger t_\alpha$ and $(-i)(i)=1$,
\begin{equation}
F^{L2}_{\alpha\beta}=\frac{R^2}{15}u_\alpha u_\beta\,\chi^\dagger\sigma_\beta\sigma_\alpha\chi
=\frac{R^2}{15}u_\alpha u_\beta\Big(\delta_{\alpha\beta}-i\sum_\gamma\varepsilon_{\alpha\beta\gamma}s_\gamma\Big).
\end{equation}
The magnetic vector is
\begin{equation}
a^{L2}_\gamma=-\frac{u_\alpha u_\beta}{15}\,s_\gamma\qquad(\alpha,\beta,\gamma\ \text{all different}).
\label{eq:a2}
\end{equation}
In the cubic case $\mathbf u=0$ and the whole tensor vanishes, including its non-magnetic part.

\section{The L3 tensor}

The two core projectors add to one, so L3 is the sum over all $p$ states minus L2. For $\alpha\neq\beta$ both dipole factors must share the core orbital $p_\gamma$. Then $r_\alpha$ selects $d_\beta$ and $r_\beta$ selects $d_\alpha$, which gives
\begin{equation}
F^{\rm tot}_{\alpha\beta}=\frac{R^2}{5}w_\alpha w_\beta\,\chi^\dagger\sigma_\alpha\sigma_\beta\chi
=\frac{iR^2}{5}w_\alpha w_\beta\sum_\gamma\varepsilon_{\alpha\beta\gamma}s_\gamma .
\end{equation}
Subtracting Eq.~(\ref{eq:a2}),
\begin{equation}
a^{L3}_\gamma=\frac15\left(w_\alpha w_\beta+\frac{u_\alpha u_\beta}{3}\right)s_\gamma ,
\end{equation}
which is $s_\gamma/15$ in the cubic case.

\section{From pseudospin to moment}

The closed shell has no moment, so the five electrons carry minus the angular momentum of $\psi$. The electron's negative magnetic moment reverses the sign again, and the ion moment is $\mathbf M=\mu_B\langle\mathbf L+2\mathbf S\rangle_\psi$. The two parts are
\begin{align}
\langle L_z\rangle&=i w_xw_y\,\chi^\dagger(\sigma_x\sigma_y-\sigma_y\sigma_x)\chi=-2w_xw_y s_z,\\
\langle 2S_z\rangle&=\sum_k w_k^2\,\chi^\dagger\sigma_k\sigma_z\sigma_k\chi=(w_z^2-w_x^2-w_y^2)s_z .
\end{align}
Together, and by cyclic permutation,
\begin{equation}
M_\gamma=-\mu_B\left[(w_\alpha+w_\beta)^2-w_\gamma^2\right]s_\gamma .
\end{equation}

\section{Tetragonal site}

Set $w_x=w_y=b$, $w_z=c$, and let $\delta$ be the energy of $xy$ above $yz,zx$. Then $u_x=c-b$, $u_y=b-c$, $u_z=0$, and
\begin{align}
a^{L2}_x&=a^{L2}_y=0, & a^{L2}_z&=\frac{(c-b)^2}{15}s_z,\\
a^{L3}_x&=\frac{bc}{5}s_x, & a^{L3}_z&=\frac15\Big[b^2-\frac{(c-b)^2}{3}\Big]s_z .
\end{align}
The moments are $M_x=-\mu_B(c^2+2bc)s_x$ and $M_z=-\mu_B(4b^2-c^2)s_z$. An in-plane moment thus means $s_z=0$, and L2 is extinct at every $\delta$. L3 stays finite because $b,c>0$.

There is one exception. At $c=2b$ every state of the doublet has $M_z=0$, and the moment no longer determines $s_z$. The $yz$ row of Eq.~(\ref{eq:w}) then gives $\lambda=3\zeta/2$ and the $xy$ row gives $\delta=\zeta$. At that point the condition for extinction is $s_z=0$ itself.

\emph{Small splitting.} The cubic doublet lies $3\zeta/2$ above the other $t_{2g}$ states. First-order perturbation theory gives
\begin{equation}
w_k-w_l\simeq\frac{2}{3\sqrt3}\,\frac{\Delta_k-\Delta_l}{\zeta}.
\label{eq:small}
\end{equation}
The axial L2 amplitude is then of order $(\delta/\zeta)^2$ and its intensity of order $(\delta/\zeta)^4$. The splitting enters as the fourth root of the intensity, so even for axial moments a weak L2 signal does not imply that $\delta/\zeta$ is equally small.

\emph{Large splitting.} For $\delta\gg\zeta$ the hole becomes pure $xy$, with $c\to1$ and $b\simeq\zeta/2\delta$. The axial coefficients tend to $+1/15$ at L2 and $-1/15$ at L3, equal and opposite. For an in-plane moment L2 is still zero, while L3 falls as $\zeta/(10\delta)$. This state is far from $j_{\rm eff}=1/2$, yet its magnetic L2 signal for in-plane moments is the same: none. What differs for in-plane moments is the non-magnetic part of the L2 tensor, which is zero for the cubic state and finite here. Extinction at L2 with in-plane moments is therefore no evidence for the cubic state.

\section{How the extinction is lost}

\emph{Orthorhombic field.} If $w_x$ differs from both $w_y$ and $w_z$, a moment along $x$ scatters at L2 with weight $u_yu_z=(w_x-w_z)(w_y-w_x)$. On a tetragonal site this is linear in the added orthorhombic splitting.

\emph{Exchange field.} Add $h\sigma_x$, with $h>0$, to the electron energy and take $\sigma_x\chi=s_x\chi$. Since $\sigma_x$ commutes with itself and anticommutes with $\sigma_y$ and $\sigma_z$,
\begin{equation}
h\sigma_x\,\sigma_k\chi=s_xh\,\eta_k\,\sigma_k\chi,\qquad \eta=(1,-1,-1).
\end{equation}
The exchange field acts as a crystal field with levels $s_xh\eta_k$. To first order it shifts the tetragonal doublet by $s_xh(b^2-b^2-c^2)=-s_xhc^2$, so the highest state has $s_x=-1$ and the levels $yz,zx,xy$ move by $-h,+h,+h$. The fourfold axis is broken, and $u_z=w_y-w_x$ is of order $h$. On a tetragonal site $u_y$ is already finite and the L2 amplitude grows as $h$. On a cubic site $w_y=w_z$, so $u_yu_z=-(w_y-w_x)^2$. Equation~(\ref{eq:small}) with $\Delta_y-\Delta_x=2h$ then gives
\begin{equation}
|a^{L2}_x|\simeq\frac{1}{15}\Big(\frac{4h}{3\sqrt3\,\zeta}\Big)^2=\frac{16}{405}\frac{h^2}{\zeta^2}.
\end{equation}
The vanishing of L2 for a cubic $j_{\rm eff}=1/2$ magnet is thus a statement about the unmixed doublet. For the $t_{2g}$ hole line alone, and an exchange field along a cube axis, the correction to the amplitude is quadratic in that field. The empty $e_g$ shell is a separate matter: once exchange splits it, its states no longer share one resonance denominator, and where its lines overlap the hole line they can add a term linear in $h$. On a cubic site such a term dominates at small $h$, and on a tetragonal site it is of the same order in $h$ as the hole line. It is not included in the hole-line numbers below.

\section{Worked example}

Keep the hole within $t_{2g}$, without spin-orbit mixing into $e_g$; the moments and the weak L2 ratios below are values of this model. Take the round numbers $\zeta=0.40$ eV, edges at 11000 eV (L3) and 13000 eV (L2), full width $\Gamma=5$ eV and $R=0.005$ \AA, the same $R$ at both edges. These energies are close to those of iridium, for which a relativistic local-density calculation of the free atom and of Ir$^{4+}$ gives $R\approx0.003$ \AA\ at L3 and about 10\% less at L2. For that element the lengths below would be about three times smaller and the on-resonance L2/L3 intensity ratios would be multiplied by 0.65 to 0.70. An induced dipole radiates with scattering length $\omega^2/c_0^2$ times its polarizability ($c_0$ is the speed of light). At resonance the denominator has modulus $\Gamma/2$. In atomic units, with $\alpha_{\rm fs}=1/c_0$ and unit polarization factor,
\begin{equation}
|f|=\alpha_{\rm fs}^2\,\omega^2R^2\,\frac{|a|}{\Gamma/2}.
\end{equation}

The cubic hole has $|a^{L3}|=1/15=0.0667$ and $|f_{L3}|=2.98\times10^{-4}$ \AA, with nothing at L2.

For $\delta=+0.20$ eV the hole has $b=0.500$ and $c=0.707$. An axial moment gives
\begin{align}
|a^{L2}_z|&=\frac{(0.207)^2}{15}=0.00286,\\
|a^{L3}_z|&=\frac15\Big(0.250-\frac{0.0429}{3}\Big)=0.0471 .
\end{align}
Scaling the cubic L3 length by the coefficient and by $\omega^2$,
\begin{equation}
|f_{L2}|=2.98\times10^{-4}\,\frac{0.00286}{0.0667}\Big(\frac{13}{11}\Big)^2\ \text{\AA}=1.8\times10^{-5}\ \text{\AA},
\end{equation}
against $2.11\times10^{-4}$ \AA\ at L3, an intensity ratio of 0.0072. For $\delta=-0.20$ eV the ratio is 0.0012. So a splitting of half the spin-orbit constant leaves L2 below one per cent of L3 in intensity even for axial moments; within $t_{2g}$ the ratio reaches one per cent at $\delta\approx0.53\,\zeta$. Spin-orbit mixing with $e_g$ levels at 3 eV changes the two ratios to about 0.005 and 0.0015. For in-plane moments L2 is zero at both splittings, while $|f_{L3}|$ is $3.16\times10^{-4}$ and $2.58\times10^{-4}$ \AA.

At $\delta=+0.20$ eV the hole still has the weight $(2b+c)^2/3=0.97$ in the cubic doublet, but its moments differ clearly from the cubic ones: they are $1.21\,\mu_B$ in the plane and $0.50\,\mu_B$ along the axis, against $1\,\mu_B$ in every direction for the cubic doublet. Mixing with $e_g$ levels at 3 eV moves them to $1.15$ and $0.65\,\mu_B$.

Now break the fourfold axis at $\delta=+0.20$ eV with the moment along $x$. Shifting $yz$ by $+0.02$ eV and $zx$ by $-0.02$ eV restores an L2 intensity of $5.75\times10^{-5}$ relative to L3. An exchange field $h=0.02$ eV instead gives $7.8\times10^{-5}$. On the cubic site the same $h$ gives $|a^{L2}|=9.4\times10^{-5}$; the leading-order formula gives $16\times(0.05)^2/405=9.9\times10^{-5}$. The computed growth exponents in $h$, 2.00 for the cubic and 1.01 for the tetragonal site, agree with the derivation.

The tail of the L3 resonance adds a background. At the L2 energy the amplitude of its resonant term is 0.00175 of the L3 peak, or about $3\times10^{-6}$ in intensity, when $\omega^2$ is taken at the photon energy. With the transition energy in its place the amplitude is 0.00125, so only the order of magnitude is meaningful. The exchange-induced signal of the cubic hole line, $3.6\times10^{-6}$, is of the same size, so these two could not be told apart by strength alone. A measured signal would also contain non-resonant magnetic scattering, left out here, and the exchange-split $e_g$ term, which is not small. With $e_g$ levels at 3 eV and the same $h$ acting on them, that term contributes $2.2\times10^{-4}$ to $|a^{L2}|$ at the hole line. It raises the intensity ratio to about $4\times10^{-5}$ on the cubic site and $2\times10^{-4}$ on the tetragonal site.

The tensor formulas were tested against angular quadrature and diagonalization for 30 random sets of the orbital energies $\Delta_k$. The in-plane extinction was tested in the full $d$ shell, with $e_g$ weights up to 0.005 and a coupling between $xy$ and $x^2-y^2$ such as a turned octahedron produces. The deviations, at the level of rounding, are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
spin-orbit constant zeta = 0.40 eV, e_g levels at 3.0 eV
edges: L3 11000 eV, L2 13000 eV; full width 5.0 eV
radial dipole integral R = 0.0050 angstrom
cubic hole: <L.S> = 1.000000 (hbar^2)
largest error of tensor formulas, 30 random fields = 3e-16 (R^2)
largest cubic L2 tensor element = 2e-31 (R^2)
largest in-plane L2 magnetic term, full d shell = 1e-17 (R^2)
largest e_g weight in that test = 0.0046
xy level shift -0.20 eV: w_x = w_y = 0.6280, w_z = 0.4597
  in-plane: moment 0.7887 mu_B, |a_L2| 0.000000, |a_L3| 0.057735 (R^2)
    |f_L2| 0.00000, |f_L3| 2.58347 (1e-4 angstrom), I_L2/I_L3 = 0.000000
  axial: moment 1.3660 mu_B, |a_L2| 0.001887, |a_L3| 0.076980 (R^2)
    |f_L2| 0.11796, |f_L3| 3.44463 (1e-4 angstrom), I_L2/I_L3 = 0.001173
xy level shift +0.00 eV: w_x = w_y = 0.5774, w_z = 0.5774
  in-plane: moment 1.0000 mu_B, |a_L2| 0.000000, |a_L3| 0.066667 (R^2)
    |f_L2| 0.00000, |f_L3| 2.98314 (1e-4 angstrom), I_L2/I_L3 = 0.000000
  axial: moment 1.0000 mu_B, |a_L2| 0.000000, |a_L3| 0.066667 (R^2)
    |f_L2| 0.00000, |f_L3| 2.98314 (1e-4 angstrom), I_L2/I_L3 = 0.000000
xy level shift +0.20 eV: w_x = w_y = 0.5000, w_z = 0.7071
  in-plane: moment 1.2071 mu_B, |a_L2| 0.000000, |a_L3| 0.070711 (R^2)
    |f_L2| 0.00000, |f_L3| 3.16409 (1e-4 angstrom), I_L2/I_L3 = 0.000000
  axial: moment 0.5000 mu_B, |a_L2| 0.002860, |a_L3| 0.047140 (R^2)
    |f_L2| 0.17872, |f_L3| 2.10940 (1e-4 angstrom), I_L2/I_L3 = 0.007178
orthorhombic levels yz +0.02, zx -0.02, xy +0.20 eV, moment along x:
  |a_L2| = 3.745e-04, |a_L3| = 0.068985 (R^2), I_L2/I_L3 = 5.75e-05
exchange h = 0.02 eV along x, xy shift 0.00 eV:
  |a_L2| = 9.425e-05, |a_L3| = 0.069434 (R^2), I_L2/I_L3 = 3.59e-06
exchange h = 0.02 eV along x, xy shift 0.20 eV:
  |a_L2| = 4.571e-04, |a_L3| = 0.072221 (R^2), I_L2/I_L3 = 7.81e-05
power of h in L2 signal: cubic 1.997, tetragonal 1.010
L3 tail at the L2 energy / L3 peak, amplitude = 0.00175
\end{verbatim}
